# Radiative Lifetime of Quantum-Well Excitons and Its Temperature Dependence

## Two time scales for one transition

A short light pulse creates excitons in a semiconductor quantum well, and the well then glows. An exciton at rest in a good III-V well should radiate within roughly ten picoseconds, yet the glow of a warm exciton gas lasts for hundreds of picoseconds, and longer as the well is heated. One conservation law separates the two times, though slow scattering can lengthen the second further. The well breaks translation symmetry along its normal $z$ but keeps it in the plane, so the photon must carry away the exciton's in-plane wavevector $\mathbf K$ while its $k_z$ is free. Slow excitons can meet this condition and fast ones cannot.

The model is a single clean well of area $S$ in a uniform medium of constant refractive index $n$. The exciton is the 1s heavy-hole state of the lowest subbands, with energy $E_0+\hbar^2K^2/2M$. Decay rates refer to populations: a population falls as $e^{-\gamma t}$, its amplitude as $e^{-\gamma t/2}$, and the line has full width $\hbar\gamma$ at half maximum.

## The optical matrix element

The exciton envelope is

$$\Psi=\frac{e^{i\mathbf K\cdot\mathbf R}}{\sqrt S}\,\phi(\rho)\,\chi_e(z_e)\chi_h(z_h), \tag{1}$$

where $\mathbf R$ is the in-plane centre of mass, $\rho$ the in-plane electron-hole distance, and $\phi$ and $\chi_{e,h}$ are normalised. Light creates the electron and hole at the same point, so the envelope enters at $\rho=0$, $z_e=z_h$.

The heavy-hole valence states are $(X\pm iY)/\sqrt2$ with definite spin. Let $P$ be the magnitude of the momentum matrix element between the conduction state $S$ and $X$. The two bright excitons then have momentum vectors $P(1,\pm i)/\sqrt2$. Their normalised sum has the vector $P(1,0)$, and their difference has one of length $P$ along $y$. There are thus two linearly polarised bright states of strength $P$, and two further spin states are dark. For a photon of wavevector $\mathbf q$ and unit polarisation $\boldsymbol\epsilon$,

$$\Big\langle X_{\mathbf K}\Big|\sum_j e^{i\mathbf q\cdot\mathbf r_j}\boldsymbol\epsilon\cdot\mathbf p_j\Big|0\Big\rangle
=P(\boldsymbol\epsilon\cdot\mathbf u)\,\phi^*(0)\,O\int\frac{d^2r}{\sqrt S}\,e^{i(\mathbf q_\parallel-\mathbf K)\cdot\mathbf r}
=P(\boldsymbol\epsilon\cdot\mathbf u)\sqrt S\,\phi^*(0)\,O\,\delta_{\mathbf q_\parallel,\mathbf K}. \tag{2}$$

Here $\mathbf u$ is the exciton's polarisation and $O=\int\chi_e\chi_h e^{ik_zz}dz$. With equal subband functions and a well much thinner than the wavelength, $O\simeq1$, which is used below.

The oscillator strength is $f=2|\langle\cdots\rangle|^2/(m_0E_0)$ for $\boldsymbol\epsilon=\mathbf u$. With $E_P=2P^2/m_0$,

$$\frac fS=\frac{2P^2|\phi(0)|^2}{m_0E_0}=\frac{E_P}{E_0}|\phi(0)|^2. \tag{3}$$

The strength grows with area because the exciton is a coherent superposition over the whole plane.

## Decay inside the light cone

The coupling is $(e/m_0)\mathbf A\cdot\mathbf p$. In a volume $V=SL$ one photon has vector-potential amplitude $\sqrt{\hbar/(2\varepsilon_0n^2\omega V)}$. By (2), with $\eta=(\boldsymbol\epsilon\cdot\mathbf u)^2$, the squared coupling to one mode is

$$|W|^2=\frac{e^2}{m_0^2}\,\frac{\hbar}{2\varepsilon_0n^2\omega SL}\,P^2S|\phi(0)|^2\eta
=\frac{e^2\hbar P^2|\phi(0)|^2}{2\varepsilon_0m_0^2n^2\omega L}\,\eta. \tag{4}$$

The area has cancelled. Since $\mathbf q_\parallel=\mathbf K$ is fixed, the final states are labelled by $k_z$. Their energy is $\hbar\omega=(\hbar c/n)\sqrt{K^2+k_z^2}$. Write $k=nE_0/\hbar c$ and $k_z=\sqrt{k^2-K^2}$ at resonance; the kinetic energy is negligible beside $E_0$ here. Then $d(\hbar\omega)/dk_z=(\hbar c/n)(k_z/k)$. Counting both signs of $k_z$, the density of final states is

$$D=2\,\frac{L}{2\pi}\,\frac{n}{\hbar c}\,\frac{k}{k_z}=\frac{L}{\pi}\frac{nk}{\hbar c\,k_z}. \tag{5}$$

The golden rule $\gamma=(2\pi/\hbar)|W|^2D$ gives, with $\hbar\omega=E_0$,

$$\gamma=\frac{e^2P^2|\phi(0)|^2}{\varepsilon_0m_0^2\,n\,c\,E_0}\,\eta\,\frac k{k_z}
=\gamma_0\,\eta\,\frac{k}{k_z},\qquad
\gamma_0=\frac{e^2}{2\varepsilon_0nm_0c}\,\frac fS, \tag{6}$$

where (3) was used in the form $P^2|\phi(0)|^2=m_0E_0(f/S)/2$.

By isotropy the two bright states may be taken polarised perpendicular to $\mathbf K$ (T) and along it (L). The photon polarised perpendicular to both $\mathbf K$ and $z$ lies in the plane, so $\eta=1$ for T. The other photon polarisation must be perpendicular to $(K,k_z)$. It is $(k_z,-K)/k$, whose in-plane part gives $\eta=k_z^2/k^2$ for L. Hence for $K<k$

$$\gamma_T=\gamma_0\frac{k}{k_z},\qquad \gamma_L=\gamma_0\frac{k_z}{k}. \tag{7}$$

At $K=0$ the two agree, as symmetry demands. For $K>k$ the cheapest photon with the right in-plane wavevector costs $\hbar cK/n>E_0$, and the exciton cannot radiate. The region $K<k$ is the light cone.

These rates were tested by diagonalising the Hamiltonian of one exciton coupled to 1001 discrete photon modes and following the exciton's survival, with the example's parameters given below. At $k_z/k=0.8$ the survival gave 0.1015 ps⁻¹ for T and 0.0647 ps⁻¹ for L. Equation (7) gives 0.1005 and 0.0643 ps⁻¹, within 1% of these.

**The edge of the cone.** The divergence of $\gamma_T$ at $k_z\to0$ shows where the golden rule fails, because the density of states then varies within the linewidth. Let $q=k_z/k$, let $G=\hbar\gamma_0/E_0$, and let $\delta$ be the complex detuning of the decaying state relative to $E_0$. At the shifted frequency $k_z^2/k^2$ becomes $(1+\delta)^2-(1-q^2)\simeq q^2+2\delta$, so the self-consistent condition is

$$\delta=-\frac{iG}{2\sqrt{q^2+2\delta}}. \tag{8}$$

The golden rule, $\delta=-iG/2q$, needs $2|\delta|\ll q^2$, that is $q^3\gg G$. In the example below, at $q=(2G)^{1/3}=0.041$, the width from (8) is 0.90 of the golden-rule value. The range below this $q$ supplies about 3% of the thermal mean rate, so the failure hardly matters there.

## The size of the width

The contact density $|\phi(0)|^2$ comes from the relative motion with reduced mass $\mu$:

$$\left[-\frac{\hbar^2}{2\mu}\nabla^2_\rho-\frac{e^2}{4\pi\varepsilon_0\varepsilon_r}\iint\frac{\chi_e^2(z_e)\,\chi_h^2(z_h)\,dz_e\,dz_h}{\sqrt{\rho^2+(z_e-z_h)^2}}\right]\phi=-E_b\,\phi. \tag{9}$$

Take a 10 nm well with hard walls and round parameters: electron and in-plane hole masses $0.07m_0$ and $0.11m_0$ (so $M=0.18m_0$), $\varepsilon_r=13$, $n=3.6$, $E_0=1.55$ eV and $E_P=25$ eV. Numerical solution of (9) on a radial grid gives $E_b=8.5$ meV and $|\phi(0)|^2=0.00338$ nm⁻².

A trial function $\phi\propto e^{-\rho/a}$ binds by 8.4 meV at its best radius, $a=12.4$ nm. Its contact density $2/\pi a^2=0.00413$ nm⁻² is 22% above the numerical one. A good energy thus does not ensure an equally good radiative rate. From (3) and (6),

$$\frac fS=\frac{25}{1.55}\times0.003381=0.05453\ \text{nm}^{-2},\qquad
\gamma_0=1.474\ \tfrac{\text{nm}^2}{\text{ps}}\times0.05453\ \text{nm}^{-2}=0.0804\ \text{ps}^{-1}. \tag{10}$$

The width is $\hbar\gamma_0=53$ µeV and the lifetime is $\tau_0=1/\gamma_0=12.4$ ps. With all other inputs fixed, a 20 nm well gives 19 ps. The intrinsic lifetime in this model is therefore between ten and twenty picoseconds for these two widths.

## The thermal average

Let the gas be dilute and in thermal equilibrium over $\mathbf K$ and over the spin states, so that each state has Boltzmann weight. Let $g$ be the bright fraction: $g=1/2$ when two bright and two dark states are equally populated. Define

$$E_1=\frac{\hbar^2k^2}{2M},\qquad a=\frac{E_1}{k_BT}. \tag{11}$$

The bright excitons divide equally between T and L, so

$$\langle\gamma\rangle=g\,\frac{\int_0^k\frac12(\gamma_T+\gamma_L)\,e^{-aK^2/k^2}K\,dK}{\int_0^\infty e^{-aK^2/k^2}K\,dK}. \tag{12}$$

The denominator is $k^2/2a$. In the numerator put $K^2=k^2(1-q^2)$, so that $K\,dK=-k^2q\,dq$, and the limits $K=0,k$ become $q=1,0$. The factor $q$ cancels the divergence of $\gamma_T=\gamma_0/q$:

$$\frac{\langle\gamma\rangle}{\gamma_0}=ga\int_0^1(1+q^2)\,e^{-a(1-q^2)}dq. \tag{13}$$

Call $F=\int_0^1e^{-a(1-q^2)}dq$. Integrating $\frac{d}{dq}(qe^{aq^2})=(1+2aq^2)e^{aq^2}$ from 0 to 1 and multiplying by $e^{-a}$ gives $1=F+2a\int_0^1q^2e^{-a(1-q^2)}dq$. Therefore

$$\frac{\langle\gamma\rangle}{\gamma_0}=g\left[aF+\frac{1-F}{2}\right]. \tag{14}$$

**Warm gas, $k_BT\gg E_1$.** Expand the exponential in (13) to first order. The integrals needed are $\int_0^1(1+q^2)dq=4/3$ and $\int_0^1(1+q^2)(1-q^2)dq=1-1/5=4/5$, so

$$\frac{\langle\gamma\rangle}{\gamma_0}=g\left[\frac{4a}3-\frac{4a^2}5+O(a^3)\right]
=\frac{4ga}{3}\left[1-\frac{3a}{5}+O(a^2)\right]. \tag{15}$$

Inverting, with $1/(1-3a/5)=1+3a/5+O(a^2)$, gives the lifetime:

$$\tau(T)=\frac{3\tau_0}{4g}\left[\frac{k_BT}{E_1}+\frac35+O\!\left(\frac{E_1}{k_BT}\right)\right]. \tag{16}$$

The linear law reflects the constant density of states in two dimensions. The fraction of excitons inside the cone is $1-e^{-a}\simeq E_1/k_BT$, and only the bright excitons among these radiate.

**Cold gas, $k_BT\ll E_1$.** The integrand of (13) is concentrated at $q=1$, where $1+q^2\to2$ and $1-q^2\simeq2(1-q)$. The integral tends to $2/(2a)$, so $\langle\gamma\rangle\to g\gamma_0$. The lifetime tends to $\tau_0/g$, provided the dark states remain equally populated. It does so from slightly below: (14) gives a shallow minimum, about 3% under $\tau_0/g$, near $k_BT=E_1/4$.

In the example $k=0.0283$ nm⁻¹ and $E_1=0.169$ meV, or 1.96 K in units of $k_B$. With $g=1/2$ the slope is

$$\frac{3\tau_0k_B}{4gE_1}=\frac{3\times12.44\ \text{ps}}{2\times1.964\ \text{K}}=9.5\ \text{ps/K}. \tag{17}$$

At 20 K, 9.4% of the excitons lie in the cone, and (16) gives $18.66\,(10.18+0.6)=201$ ps, equal to (14) at this precision. At 5 K the line gives 58.7 ps against 59.7 ps from (14).

## When the measured decay follows the average

Emission empties the cone, and scattering must refill it. Let $n_i$ be the population of group $i$, $f_i$ its equilibrium share, $N=\sum_in_i$, and $w$ a common scattering rate, taken to act between spin states as well as between wavevectors:

$$\dot n_i=-\gamma_in_i-w\,n_i+w f_iN. \tag{18}$$

After a transient all populations fall as $e^{-\lambda t}$, and (18) gives $n_i=wf_iN/(w+\gamma_i-\lambda)$. Summing over $i$ and subtracting $\sum_if_i=1$,

$$\sum_i\frac{f_i(\gamma_i-\lambda)}{w+\gamma_i-\lambda}=0. \tag{19}$$

If $w$ greatly exceeds the rates that matter, the denominators are all nearly $w$ and $\lambda=\sum_if_i\gamma_i=\langle\gamma\rangle$. Then (16) is the measured lifetime. The few T excitons at the cone edge with $\gamma_i>w$ have vanishing weight in this limit.

For slower scattering, consider a simplified cone with one rate $\gamma_c$ and a small share $f_c$. Then $\lambda\ll w,\gamma_c$, and (19) becomes $f_c\gamma_c/(w+\gamma_c)\simeq\lambda/w$, or

$$\frac1\lambda\simeq\frac1{f_c}\left(\frac1{\gamma_c}+\frac1w\right). \tag{20}$$

An exciton must first reach the cone and then radiate. If acoustic phonons alone do the scattering, take $w=bT/\hbar$. Using this same rate for transfer between bright and dark states is a simplification. Since $f_c\propto1/T$, the first term of (20) is proportional to $T$ and the second is constant. In this one-rate picture the lifetime remains linear, keeps its ideal slope and acquires an intercept. With the spread of rates in (7) the added term is only roughly constant, as the table below shows.

The intercept can be large. For $b=3$ µeV/K, $\hbar w$ at 10 K is 30 µeV, less than $\hbar\gamma_0=53$ µeV, so a bright exciton near $K=0$ is more likely to radiate than to be scattered, and the cone stays below its equilibrium population. Solving (18) with the full rates (7) gives:

| $T$ (K) | fast scattering (ps) | phonons alone (ps) |
|---|---|---|
| 5 | 60 | 344 |
| 10 | 107 | 385 |
| 20 | 201 | 492 |
| 30 | 296 | 601 |

A straight line through the last column has slope 10.4 ps/K and intercept 287 ps, and misses no entry by more than 1.7% of that entry. The intercept is an extrapolation, not a lifetime at zero temperature. The fit hides a bend at the cold end: the slope is about 8 ps/K between 5 and 10 K and about 11 ps/K above. Thus, when $w\propto T$, an approximately linear law survives slow refilling in this range, but proportionality to $T$ does not. A scattering rate independent of $T$ would instead make (20) proportional to $T$, with a slope that depends on $w$ as well as on the radiative rate. Reading $\tau_0$ from the ratio $\tau/T$ is justified only if scattering is known to be fast.

## Real wells

The parameters are rough typical values for GaAs/AlGaAs wells, where low-temperature decay times of some hundreds of picoseconds are a fair rough figure. The in-plane hole mass is uncertain, because valence-band mixing changes it; at fixed $\tau_0$ the ideal slope is proportional to $M$. The scattering coefficient $b$ matters as well: halving or doubling it changes the phonon-fed lifetime at 10 K from 385 ps to 637 or 256 ps. Of the assumptions whose failure is sized here, instant thermalisation matters most: with phonons alone the lifetime is 3.6 times the ideal value at 10 K and 2.0 times at 30 K. Real barriers are finite. For a 0.2 eV barrier the electron penetrates about 1.9 nm, estimated from its hard-wall energy, and widening the well by that much on each side raises $\tau_0$ to 15 ps. An air surface 100 nm away reflects light back and multiplies the warm-gas, cone-averaged rate by 0.94. This factor oscillates with the distance: it is 1.12 at 20 nm, 0.84 at 80 nm and 1.07 at 120 nm. The effect at a single wavevector can be much larger: at $K=0$ the factor is $1+r\cos(2kd)=1.46$, with $r=(n-1)/(n+1)$ and $d=100$ nm, so the surface cannot be ignored when $\tau_0$ itself is measured.

The linear range is bounded on both sides. A disorder width of 0.5 meV corresponds to 5.8 K. Near and below that temperature excitons may be localised, $\mathbf K$ is no longer conserved, and the 5 K entries should not be trusted. At the warm end excitons ionise. Equal chemical potentials of excitons and free pairs, whose spin factors cancel, give for the ionised fraction $x$ at pair density $n_p$

$$\frac{x^2}{1-x}=\frac{\mu k_BT}{2\pi\hbar^2n_p}\,e^{-E_b/k_BT}. \tag{21}$$

At $n_p=10^{10}$ cm⁻², $x$ is 10% at 20 K and 25% at 30 K. If free pairs do not radiate and stay in equilibrium with the excitons, the ideal pair lifetime is $\tau/(1-x)$, a third longer than (16) at 30 K. The glow follows the exciton density $n_X=(1-x)n_p$ instead. Since (21) gives $dn_p/dn_X=(2-x)/[2(1-x)]$, its decay time is $\tau(2-x)/[2(1-x)]$, a sixth longer than (16) at 30 K, and it grows during the decay as $x$ rises. In either measure the line bends upward. This counts only 1s excitons and free pairs. The 2s and 2p levels lie about 7 meV above the 1s level, and a Boltzmann count at 30 K gives them about a fifth as many excitons and the next shell about as many again. These levels are bound by less than $k_BT$, so such a count is unreliable, and their effect on the lifetime is not sized here. Lower density increases the ionised fraction, while at higher density Bose statistics matter: at $10^{10}$ cm⁻² they already raise the occupation at $K=0$ by 8% at 5 K. Nonradiative loss, absent here, would shorten the measured lifetime and could hide the linear law. The numerical output also sizes the light-hole population, the effect of the finite wavelength and the collision broadening.

## Table of computed values

```
well width: 10 nm
electron, hole, total, reduced mass: 0.07, 0.11, 0.180, 0.0428 m0
permittivity 13.0, index 3.6, bright fraction 0.5
exciton energy 1.55 eV, E_P 25.0 eV
bulk exciton radius: 16.08 nm
binding energy: 8.495 meV
trial-function binding energy: 8.364 meV
trial radius: 12.42 nm
contact density |phi(0)|^2: 0.003381 nm^-2
trial contact density: 0.004127 nm^-2
oscillator strength per area: 0.05453 nm^-2
radiative rate gamma0: 0.08041 1/ps
radiative width hbar*gamma0: 52.92 ueV
lifetime tau0 at K=0: 12.44 ps
tau0 for a 20 nm well: 18.99 ps
light-cone wavevector k: 0.02828 nm^-1
cone-edge kinetic energy E1: 0.1693 meV
E1/kB: 1.964 K
mode diagonalisation, kz/k=0.8: T 0.10146, L 0.06471 1/ps
formula, kz/k=0.8: T 0.10051, L 0.06432 1/ps
ideal slope of lifetime: 9.498 ps/K
T=5 K: in cone 32.49 %, exact 59.7 ps, line 58.7 ps, phonon-fed 344.3 ps
T=10 K: in cone 17.83 %, exact 106.7 ps, line 106.2 ps, phonon-fed 384.7 ps
T=20 K: in cone 9.35 %, exact 201.4 ps, line 201.2 ps, phonon-fed 492.2 ps
T=30 K: in cone 6.34 %, exact 296.3 ps, line 296.1 ps, phonon-fed 601.3 ps
phonon broadening coefficient: 3 ueV/K
phonon-fed fitted slope: 10.4 ps/K
phonon-fed fitted intercept at T=0: 286.6 ps
largest deviation from that fit: 1.7 %
pair density: 1e+10 cm^-2
T=5 K: ionised 0.0032 %, Bose factor 1.081, light-hole weight 8.3e-11
T=10 K: ionised 0.63 %, Bose factor 1.040, light-hole weight 9.1e-06
T=20 K: ionised 10 %, Bose factor 1.020, light-hole weight 0.003
T=30 K: ionised 25 %, Bose factor 1.013, light-hole weight 0.021
light-hole splitting: 10 meV
disorder width: 0.5 meV
disorder width / kB: 5.8 K
barrier height: 0.2 eV
electron penetration length: 1.93 nm
tau0 with well widened by penetration: 15.03 ps
surface distance: 100 nm
cone-averaged rate factor from surface: 0.942
rate loss from finite wavelength: 0.26 %
collision broadening / kB T: 3.5 %
edge value of kz/k: 0.0409
true width / golden rule at edge value: 0.903
share of mean rate from below edge value: 3.1 %
```
